Multiple Scattering of Fast Electrons Measured in Radiation Lengths

**Problem**

A fast electron of momentum p and speed β crosses a thickness x of amorphous matter containing n atoms of nuclear charge Z per unit volume.

(a) Find the transport cross section for a screened point nucleus, and the mean square deflection it produces.

(b) Find what the finite size of the nucleus changes at high momentum.

(c) Express x in radiation lengths X₀. Show that the rms angle then takes the form (energy scale)/(pβ) × √(x/X₀), find the scale, and say when it can be treated as a constant.

(d) Evaluate the result for Z = 80, A = 200, n = 3×10²² cm⁻³, p = 1000 MeV and x = 0.1 X₀, and compare other nuclei and the point nucleus.

**Conventions and model**

Natural units suit a relativistic electron: ħ = c = 1, e² = 4πα, and m is the electron mass. The atom is a fixed centre with potential energy

V(r) = −Zα exp(−r/a)/r,  a = ½(3π/4)^(2/3) a₀ Z^(−1/3),  a₀ = 1/(αm).

This a is the Thomas–Fermi length, adopted here as the Yukawa screening length. Write μ = 1/a. Scattering is treated in first Born approximation. Collisions with atomic electrons and those that excite the nucleus are left out. The electrons' omission costs a relative amount of order 1/Z, since Z unit charges contribute as Z and the nucleus as Z².

**(a) Point nucleus**

The angular part of the Fourier integral of V gives sin(qr)/(qr), so

V(q) = −(4πZα/q) ∫₀^∞ exp(−μr) sin(qr) dr = −4πZα/(q²+μ²).

The golden rule gives the rate 2π|V(q)|² S × pE dΩ/(2π)³, where pE dΩ/(2π)³ is the density of final states and S is the squared spinor overlap, summed over final and averaged over initial spins. Dividing by the flux β = p/E,

dσ/dΩ = E²|V(q)|² S/(4π²).

With spinors normalized to 2E, the overlap is a trace:

4E² S = ½ Tr[(p̸′+m)γ⁰(p̸+m)γ⁰] = 2(E² + p² cosθ + m²).

The plus sign before p² cosθ arises because γ⁰p̸γ⁰ reverses the spatial momentum. Putting cosθ = 1 − 2sin²(θ/2) and p² + m² = E² gives S = 1 − β² sin²(θ/2). Hence

dσ/dΩ = 4Z²α²E² [1 − β² sin²(θ/2)]/(q²+μ²)²,  q = 2p sin(θ/2).

This is the screened Mott cross section. The transport cross section weights each collision by the forward direction it destroys:

σ_tr = ∫ (1−cosθ) dσ.

Use t = q² = 2p²(1−cosθ). Then 1−cosθ = t/2p², sin²(θ/2) = t/4p² and dΩ = π dt/p². Since E²/p⁴ = 1/(β²p²),

σ_tr = (4πZ²α²/β²p²) L_tr,

2L_tr = ∫₀^(4p²) t(1−β²t/4p²)/(t+μ²)² dt.

Let s = 4p²a². The two integrals needed follow from dividing each numerator by t+μ²:

∫ t dt/(t+μ²)² = ln(1+s) − s/(1+s),

∫ t² dt/(t+μ²)² = 4p² − 2μ² ln(1+s) + μ² s/(1+s).

Multiply the second by −β²/4p², using μ²/4p² = 1/s, and add:

2L_tr = (1+2β²/s) ln(1+s) − s/(1+s) − β² − β²/(1+s).

For s ≫ 1 and β → 1 this becomes

L_tr → ln(2pa) − 1.  (point nucleus)

Screening removes the divergence at small angles, but the logarithm still grows with p.

To pass from one collision to many, let Θ be the angle from the original direction. A further deflection θ with azimuth φ gives

cosΘ′ = cosΘ cosθ + sinΘ sinθ cosφ.

Azimuths are uniform and collisions independent, so the last term averages to zero and mean cosines multiply. If c is the mean cosine of one collision and N = nσx the mean number of collisions, Poisson statistics give

⟨cosΘ⟩ = Σ_k exp(−N) N^k c^k/k! = exp[−N(1−c)] = exp(−nσ_tr x).

When the total deflection is small and single large-angle collisions add little to the mean square, both sides can be expanded, 1 − ⟨Θ²⟩/2 = 1 − nσ_tr x, and

⟨Θ²⟩ = 2nσ_tr x.

Here p is held fixed, so energy loss must be small. Independence of the collisions is also why the matter was taken as amorphous.

**(b) Finite nucleus**

A spread-out nuclear charge multiplies the amplitude by a form factor F(q). Take F = exp(−q²R²/6), whose expansion 1 − q²R²/6 identifies R as the rms charge radius. When pR ≫ 1, F suppresses the integrand long before t reaches 4p². The upper limit can then be moved to infinity and the spin term dropped, with an error of relative order 1/(pR)²:

2L_tr = ∫₀^∞ t exp(−tR²/3)/(t+μ²)² dt.

Write t/(t+μ²)² = 1/(t+μ²) − μ²/(t+μ²)², and set v = (t+μ²)R²/3 and b = μ²R²/3 = R²/3a². With E₁(b) = ∫_b^∞ exp(−v) dv/v, the first term gives exp(b)E₁(b). The second, integrated by parts, is

b exp(b) ∫_b^∞ exp(−v) dv/v² = b exp(b)[exp(−b)/b − E₁(b)] = 1 − b exp(b)E₁(b).

Their difference is

2L_tr = (1+b) exp(b)E₁(b) − 1.

Because R ≪ a, b is tiny and E₁(b) ≈ −γ_E − ln b, where γ_E is Euler's constant. Thus

L_tr ≈ ln(a/R) + ½(ln 3 − γ_E − 1).  (pR ≫ 1)

The momentum has disappeared. Nuclear size, rather than the kinematic limit 2p, now ends the logarithm.

**(c) Radiation length and angular scale**

Define X₀ by the mean fractional energy loss to radiation, 1/X₀ = −(1/E)⟨dE/dx⟩. To find it, view the collision from the electron's initial rest frame. The nucleus rushes past with γ = E/m ≫ 1, and its flattened field acts like a pulse of photons.

At transverse momentum k⊥ and frequency ω, the transverse electric field of the pulse is, up to a phase,

Ze k⊥/(k⊥² + ω²/γ² + μ²).

The frequencies that matter are ω ~ m. If m/γ ≪ 1/a, that is E ≫ m²a, the term ω²/γ² can be dropped; this is complete screening. The magnetic field equals the electric one in size, so the energy crossing the plane is

∫dt d²r |E|² = ∫₀^∞ (dω/π) ∫ d²k⊥/(2π)² |E(k⊥,ω)|².

Dividing by ω counts photons. With e² = 4πα and t = k⊥²,

dN_γ = (Z²α/π)(dω/ω) ∫ t dt/(t+μ²)² ≡ (2Z²α/π) L_rad dω/ω.

This is the integral already met in transport, but it now stops near t ~ m², where the electron's response ceases to be that to a real photon. Thus L_rad = ln(ma) plus a constant, found below.

These photons undergo Compton scattering. Let ω′ be the scattered frequency and c′ the cosine of the Compton angle. The incoming photon travels opposite to the electron's laboratory motion, so the scattered photon has laboratory energy k = γω′(1−c′). The radiated fraction is therefore

y = k/E = ω′(1−c′)/m = 1 − ω′/ω,

where the last step is the Compton relation 1/ω′ − 1/ω = (1−c′)/m. At fixed c′ that relation also reads ω(1−c′)/m = y/(1−y), so dω/ω = dy/[y(1−y)]. The Klein–Nishina formula is

dσ_C/dc′ = π(α/m)² (ω′/ω)² [ω′/ω + ω/ω′ − (1−c′²)].

Insert ω′/ω = 1−y and integrate c′ from −1 to 1:

∫ dσ_C dω/ω = π(α/m)² (dy/y)(1−y)[2(1−y) + 2/(1−y) − 4/3]

= 2π(α/m)² (dy/y)(4/3 − 4y/3 + y²).

Weighting by y and integrating from 0 to 1 gives 4/3 − 2/3 + 1/3 = 1, hence 2π(α/m)². Multiplying by n and the photon number coefficient,

1/X₀ = 4α³Z²n L_rad/m².

The constant in L_rad can be found at the soft end, y → 0, where radiation is that of a classical current. An electron deflected from four-momentum p to p′ emits

dN = (α/π)(dk/k) ⟨2p·p′/[(n·p)(n·p′)] − m²/(n·p)² − m²/(n·p′)²⟩

photons, where n here is the four-vector (1, photon direction) and the bracket is averaged over directions. The average of 1/(n·P)² is 1/P² for any timelike P, so the last two terms give −2. For the first, use 1/(AB) = ∫₀¹ du/[uA+(1−u)B]² with P = up+(1−u)p′. Elastic deflection has p·p′ = m² + t/2. Setting w = u(1−u) and τ = t/m², P² = m²(1+wτ), and

dN = (2α/π) f dk/k,

f = ∫₀¹ du [(1+τ/2)/(1+wτ) − 1] = ∫₀¹ du τ(½−w)/(1+wτ).

At high energy the elastic cross section is 4πZ²α² dt/(t+μ²)². Averaging f over it gives k dσ/dk = 8Z²α³ ∫ f dt/(t+μ²)². The virtual-photon result at y → 0 is (16/3)Z²α³L_rad/m². Equating them,

L_rad = (3m²/2) ∫₀^∞ f dt/(t+μ²)².

Split the integral at t₀ = m²τ₀, with μ² ≪ t₀ ≪ m². Since ∫w du = 1/6, small τ gives f = τ/3, and the lower part is ½[ln(t₀/μ²) − 1]. In the upper part μ² is negligible:

(3/2) ∫du (½−w) ∫_(τ₀)^∞ dτ/[τ(1+wτ)] = −(3/2) ∫du (½−w)(ln τ₀ + ln w).

Here ∫(½−w)du = 1/3, ∫ln w du = −2 and ∫w ln w du = 2(−1/4+1/9) = −5/18. The upper part is therefore −½ ln τ₀ + 13/12. In the sum τ₀ cancels:

L_rad = ln(ma) + 7/12.  (ma ≫ 1)

Using this soft-end constant for all y is an approximation of the estimate. Weighting the full complete-screening spectrum by y replaces 7/12 with 5/9. This lowers L_rad by about 0.03 and raises the angular scale found below by 0.3 to 0.4 percent for the nuclei considered in part (d).

Now divide the scattering rate by the radiation rate:

2nσ_tr X₀ = [8πnZ²α²L_tr/(β²p²)] × [m²/(4α³Z²nL_rad)] = (2π/α)(m/pβ)² L_tr/L_rad.

The density and the factor Z² cancel. Therefore

⟨Θ²⟩ = (E_s/pβ)² (x/X₀) L_tr/(2L_rad),

E_s = m√(4π/α) = 0.511 MeV × √(4π × 137.04) = 21.2 MeV.

When pR ≫ 1 and E ≫ m²a, neither logarithm depends on the momentum. The familiar constant-scale formula then follows if, in addition, L_tr = 2L_rad:

θ_rms ≈ (21.2 MeV/pβ) √(x/X₀).

Dimensionally E_s is an energy; the angle grows as the square root of the number of radiation lengths. It describes the deflection in space. By symmetry, one projected plane has half the mean square, with scale E_s/√2 = 15.0 MeV.

The condition L_tr = 2L_rad is not an identity. Its leading logarithms are ln(a/R) and 2 ln(ma), which agree if R = 1/(m²a). For Z = 80 that length is 13.7 fm, while the model nucleus below has R = 5.4 fm. The two lengths are unrelated in this calculation, but a factor of 2.5 between them changes a logarithm near 7 by only 0.9. The constants act the other way, and the mismatch that remains is small.

**(d) Numbers**

Keep the Gaussian form factor of part (b) and take its rms radius from a uniform sphere of radius 1.2A^(1/3) fm, a rough size rule (the sphere's own form factor would lower L_tr by about 0.04), so that R = √(3/5) × 1.2 × 200^(1/3) fm = 5.44 fm. The screening length is a = 10873 fm. The logarithms are

L_tr = 7.601 − 0.239 = 7.36,

L_rad = 3.338 + 0.583 = 3.92.

Their ratio L_tr/(2L_rad) is 0.939, and the effective scale is 21.2 MeV × √0.939 = 20.5 MeV. At p = 1000 MeV, with β = 1 to this accuracy,

θ_rms = (20.5/1000) × √0.1 = 6.5 mrad,

against 6.7 mrad from E_s itself. The same angle follows from the cross section. With X₀ = 0.573 cm and σ_tr = 1.228 fm² = 1.228×10⁻²⁶ cm²,

2nσ_tr x = 2 × (3×10²²) × (1.228×10⁻²⁶) × 0.0573 = 4.22×10⁻⁵,

whose square root is 6.5 mrad.

The high-energy conditions hold fairly well: pR ≈ 28, and p is far above m²a = 14.4 MeV. Complete screening is approached slowly, however: the residual correction lowers L_rad by about 0.05 at 1000 MeV, raising the scale by 0.7 percent, and by about 0.3 at 100 MeV, raising it by 4 percent. Two others are weaker. Since Zα = 0.58 is not small, the Born approximation is an estimate here. Keeping the full Coulomb phase at small angles leaves the mean square transfer from a finite nucleus unchanged, but lowers L_rad by Re ψ(1+iZα) + γ_E = 0.32, where ψ is the digamma function. X₀ then grows by 9 percent and the scale rises to 21.4 MeV; the angle for the fixed thickness 0.0573 cm stays 6.5 mrad. The standard radiation length for this Z and A, which also includes the atomic electrons, is about 12 percent longer than the model's, so the 20.5 MeV scale belongs with the model's X₀ only. The mean energy loss over 0.1 X₀ is about a tenth. If every electron lost energy steadily at that mean rate, holding p at its initial value would understate the angle by roughly five percent. Radiation loss is uneven, however, and an electron left with little energy scatters much more, so the result applies to electrons that keep most of their energy.

The same model gives for three nuclei:

| Z, A | L_tr | 2L_rad | Scale (MeV) |
|---|---|---|---|
| 10, 20 | 8.82 | 9.23 | 20.7 |
| 30, 65 | 8.06 | 8.50 | 20.7 |
| 80, 200 | 7.36 | 7.84 | 20.5 |

Both logarithms fall as Z rises, so their ratio changes little. In Born approximation the scale lies 2 to 3 percent below E_s in these cases; the Coulomb correction hardly moves the two lighter nuclei but puts Z = 80 about 1 percent above E_s. This measures the mismatch of logarithms within the model, not the model's error against experiment.

If the Z = 80 nucleus is shrunk to a point, with the same L_rad kept as a yardstick, the scale drifts:

| p (MeV) | L_tr, point | Scale (MeV) |
|---|---|---|
| 20 | 6.70 | 19.6 |
| 100 | 8.31 | 21.8 |
| 1000 | 10.61 | 24.7 |
| 10000 | 12.91 | 27.2 |

It passes through E_s near 63 MeV, where ln(2pa) − 1 = 2L_rad. These entries are defined by σ_tr. A point nucleus also scatters to large angles, where θ² exceeds 2(1−cosθ); weighting by θ² adds 0.11 to the logarithm, raises the scales by 0.1 to 0.2 MeV and moves the crossing to 56 MeV. Screened Mott scattering from a point nucleus thus gives no constant scale; the nuclear radius is needed.

**What the rms angle describes**

The distribution of deflections is not Gaussian. At small angles the total transverse momentum Q is a sum of independent transfers q. Its characteristic function is exp[−G(b)], where b is now the variable conjugate to Q and

G(b) = nx ∫dσ [1 − J₀(bq)].

Inverting the transform and integrating the density over a disc gives the fraction of electrons with transverse momentum below Q:

P(Q) = Q ∫₀^∞ db J₁(bQ) exp[−G(b)].

For a Gaussian, P = 1 − exp(−Q²/Q_rms²), so 63% would lie inside the rms value. The integral for the worked example gives 72%. The radius containing 63% is 0.88 of the rms angle, or 5.7 mrad. These are Born values; the Coulomb phase narrows the core slightly, to 73% and 0.86 (5.6 mrad) at the same thickness.

The difference comes from rare, hard collisions. Between the screening and nuclear cutoffs dσ ∝ dt/t², so the contribution to the mean square goes as t dσ ∝ dt/t, equal for equal intervals of ln q. Write nx dσ = C dt/t². The mean square is Q_rms² = 2C L_tr, and Q_rms = pθ_rms = 6.5 MeV, so C = 6.5²/(2 × 7.36) = 2.9 MeV². The expected number of collisions harder than q₁ is C/q₁², which equals one at q₁ = 1.7 MeV. The nuclear cutoff is near 1/R = p/(pR) = 36 MeV. To leading logarithm, transfers above q₁ supply

ln(36/1.7)/7.36 ≈ 0.4

of the mean square (0.45 when the form factor is kept in the integral), although an electron undergoes on average one such collision among about 8700. They lift the rms above the width of the central peak. E_s is therefore suited to estimating the mean square deflection; a fit to the peak calls for a smaller scale.

The numerical check checks the cross sections, the logarithms and the multiplication of mean cosines numerically.

Computed values

```
electron mass m = 0.510999 MeV
1/alpha = 137.0360
E_s = 21.205 MeV
E_s/sqrt(2), one plane = 14.994 MeV
Z = 80, A = 200, n = 3.0e+22 cm^-3
p = 1000.0 MeV, x/X0 = 0.10
screening length a = 10873.0 fm
rms nuclear radius R = 5.436 fm
1/(m^2 a) = 13.715 fm
p R = 27.55
m^2 a = 14.39 MeV
Z alpha = 0.584
ln(a/R) = 7.6010
L_tr, finite nucleus = 7.3617
L_tr, direct integral = 7.3612
ln(m a) = 3.3378
L_rad = 3.9211
L_rad, soft integral = 3.9226
L_tr/(2 L_rad) = 0.9387
radiation length X0 = 0.5731 cm
transport cross section = 1.2276 fm^2
effective scale = 20.545 MeV
rms angle from E_s = 6.706 mrad
rms angle from model = 6.497 mrad
mean number of collisions = 8704
radius holding 1-1/e, over rms = 0.8823
radius holding 1-1/e = 5.732 mrad
fraction inside rms angle = 0.7161
Gaussian fraction inside rms = 0.6321
random walk mean cosine = 0.5178
transport law mean cosine = 0.5174
Z=10, A=20: L_tr=8.822, 2L_rad=9.229, scale=20.73 MeV
Z=30, A=65: L_tr=8.063, 2L_rad=8.496, scale=20.66 MeV
Z=80, A=200: L_tr=7.362, 2L_rad=7.842, scale=20.55 MeV
point nucleus, p=20 MeV: L_tr=6.698, scale=19.60 MeV
point nucleus, p=100 MeV: L_tr=8.308, scale=21.83 MeV
point nucleus, p=1000 MeV: L_tr=10.610, scale=24.67 MeV
point nucleus, p=10000 MeV: L_tr=12.913, scale=27.21 MeV
point nucleus gives E_s at p = 62.8 MeV
```
